# The Englisch density: finite kinetic energy and a non-integrable potential

## Setting

Hartree atomic units are used, and the problem is one-dimensional except in part (e). On $|x|\le R$ a one-electron density has the Englisch form
$$n(x)=f(x)^2,\qquad f(x)=a+b|x|^{s},\qquad s=\alpha+\tfrac12,$$
with $a>0$, $b>0$ and $s>0$. The orbital is the real function $\sqrt n$, its kinetic energy is $T=\int n'^2/(8n)\,dx$, and the implied potential follows from $-\tfrac12\psi''+v\psi=E\psi$ with $\psi=\sqrt n$. The numerical parameters are round model values: $\alpha=1/4$ (so $s=3/4$), $a=1$ bohr$^{-1/2}$, $b=1$ bohr$^{-5/4}$, $R=1$ bohr. In parts (a) to (c) the density $f^2$ is not normalized. The numbers come from the numerical check.

## Part (a)

Find the kinetic energy in $\epsilon<|x|<R$ and the values of $\alpha$ for which it has a finite limit as $\epsilon\to0$. Evaluate it for the model.

### Model answer

Since $n'=2ff'$, the integrand is $n'^2/(8n)=\tfrac12 f'^2$. For $x\neq0$,
$$f'(x)=bs\,\mathrm{sgn}(x)\,|x|^{s-1}.$$
The function $f$ is continuous, and $f'$ is integrable because $s-1>-1$, so $f$ is the integral of $f'$ and its derivative has no delta term at the origin. The integrand is even, so the two sides cancel the factor $\tfrac12$, and $2s-2=2\alpha-1$:
$$T(\epsilon)=b^2s^2\int_\epsilon^R x^{2\alpha-1}dx=\begin{cases}b^2s^2\,\dfrac{R^{2\alpha}-\epsilon^{2\alpha}}{2\alpha},&\alpha\neq0,\\[2mm] \dfrac{b^2}{4}\ln\dfrac{R}{\epsilon},&\alpha=0.\end{cases}$$
For $\alpha>0$ the term $\epsilon^{2\alpha}$ vanishes and
$$T=\frac{b^2s^2R^{2\alpha}}{2\alpha}.$$
For $\alpha=0$ the integral diverges logarithmically, and for $\alpha<0$ as a power. The condition for finite kinetic energy is $\alpha>0$; an upper limit such as $\alpha<1/2$ does not secure it.

For the model, $T(\epsilon)=(0.75^2/0.5)(1-\epsilon^{1/2})$ hartree with $\epsilon$ in bohr. This gives $1.125\times(1-10^{-2})=1.11375$ hartree at $\epsilon=10^{-4}$ bohr and the limit $1.125$ hartree, which quadrature of $n'^2/(8n)$ reproduces. At $\alpha=0$ with $b=1$ bohr$^{-1}$, each decade of $\epsilon$ adds $\tfrac14\ln10=0.5756$ hartree.

## Part (b)

For $0<\alpha<1/2$, find the implied potential at $x\ne0$ and decide whether $I(\epsilon)=\int_{\epsilon<|x|<R}|v-E|\,dx$ converges as $\epsilon\to0$. Give a rigorous bound and the leading behaviour, and treat $\alpha>1/2$ and $b<0$.

### Model answer

For $x>0$, $f''=bs(s-1)x^{s-2}$, and $f''$ is even. Dividing the Schrödinger equation by $f>0$ gives
$$v-E=\frac{f''}{2f}=\frac{bs(s-1)|x|^{s-2}}{2(a+b|x|^s)}.$$
For $\alpha<1/2$ one has $s<1$, so $v-E$ is negative and behaves as $-|x|^{\alpha-3/2}$.

For the bound, use $f(x)\le f(R)$ in the denominator. The two sides cancel the factor $\tfrac12$, and $\int_\epsilon^R x^{s-2}dx=(\epsilon^{s-1}-R^{s-1})/(1-s)$, so
$$I(\epsilon)\ge\frac{bs\,(\epsilon^{s-1}-R^{s-1})}{f(R)}.$$
Because $s-1<0$ the right side grows without limit, and $v$ is not integrable on any interval containing the origin.

For the leading behaviour put $u=f'/f$. Then $u'=f''/f-u^2$, so $f''/f=u'+u^2$, and since $f''/f<0$,
$$I(\epsilon)=-\int_\epsilon^R(u'+u^2)\,dx=u(\epsilon)-u(R)-\int_\epsilon^Ru^2dx .$$
As $u^2\le f'^2/a^2$, the last integral converges for $\alpha>0$ by part (a). With $\lambda=b/a$ define
$$g_\epsilon=\lambda s\,\epsilon^{\alpha-1/2},\qquad u(\epsilon)=\frac{g_\epsilon}{1+\lambda\epsilon^s}=g_\epsilon-\frac{\lambda^2s\,\epsilon^{2\alpha}}{1+\lambda\epsilon^s},$$
where $g_\epsilon\lambda\epsilon^s=\lambda^2s\,\epsilon^{2s-1}$ and $2s-1=2\alpha$ were used. Hence $I(\epsilon)-g_\epsilon\to-u(R)-\int_0^Ru^2dx$, a finite constant, while $g_\epsilon\to\infty$.

For the model $bs(s-1)/(2a)=-0.09375$, so at $x=10^{-4}$ bohr, $v-E=-0.09375\times10^{5}/1.001=-9365.6$ hartree. At $\epsilon=10^{-12}$ bohr, $g_\epsilon=0.75\times10^{3}=750$, and
$$I\approx750-0.375-0.6552=748.970\ \text{hartree bohr},$$
matching the quadrature value $748.9698$. The lower bound there is $0.75\,(1000-1)/2=374.625$ hartree bohr; it is about half of $I$ because $f(R)=2a$ replaced $f\approx a$. The log-log slope of $I$ between $10^{-16}$ and $10^{-20}$ bohr is $-0.25001$, against $\alpha-\tfrac12=-0.25$.

For $\alpha>1/2$ the exponent $s-2$ exceeds $-1$ and $I$ converges; with $\alpha=1$ and $a=b=1$ it is $1.2535$ hartree bohr. For $b<0$, with $R$ small enough that $f>0$, the potential is positive, and since $f\to a$ the same integral gives $I\sim(|b|s/a)\,\epsilon^{\alpha-1/2}$, again divergent.

## Part (c)

For $0<\alpha<1/2$, evaluate $\int_{\epsilon<|x|<R}(v-E)\,n\,dx$ and describe its limit.

### Model answer

The integrand is $\tfrac12ff''$. Adding the two sides and integrating by parts,
$$\int_\epsilon^Rff''dx=f(R)f'(R)-f(\epsilon)f'(\epsilon)-\int_\epsilon^Rf'^2dx=ff'(R)-ff'(\epsilon)-T(\epsilon).$$
The first and third terms stay finite, while $ff'(\epsilon)\sim abs\,\epsilon^{\alpha-1/2}\to+\infty$. The potential energy of the pointwise potential tends to $-\infty$, and the finite kinetic energy cannot balance it. At $\epsilon=10^{-12}$ bohr the model gives $2\times0.75-750-1.125=-749.625$ hartree. The whole divergence is the boundary term at $\pm\epsilon$, which part (g) uses.

## Part (d)

Part (b) assumed a real orbital. Without that assumption, decide whether a locally integrable potential can produce this density, for $0<\alpha<1/2$, from a one-electron eigenstate or from a non-interacting ensemble built on finitely many orbitals.

### Model answer

It cannot. Let $v\in L^1_{\rm loc}$ and let $\phi$, possibly complex, have square-integrable $\phi'$ near the origin and satisfy $\phi''=2(v-E)\phi$ in the sense of distributions.

The Cauchy–Schwarz inequality gives $|\phi(x)-\phi(y)|=|\int_y^x\phi'|\le|x-y|^{1/2}\|\phi'\|_2$, so $\phi$ is continuous and bounded on $[-R,R]$. A bounded function times an integrable one is integrable, so $\phi''\in L^1(-R,R)$. Then $\phi'(x)$ and $\int_0^x\phi''$ have the same derivative and differ by a constant, so $\phi'$ is continuous and bounded.

The density of an eigenstate, or of an ensemble of determinants or combinations of determinants on finitely many such orbitals, is a finite sum $n=\sum_{ij}c_{ij}\phi_i^*\phi_j$. Its derivative $\sum_{ij}c_{ij}(\phi_i'^*\phi_j+\phi_i^*\phi_j')$ is bounded near the origin. The Englisch density has
$$|n'|=2f|f'|\ge2abs\,|x|^{\alpha-1/2},$$
which is unbounded. This is a contradiction. The argument does not cover interacting electrons or ensembles on infinitely many orbitals.

For the model, $n'=2\times1.001\times0.75\times10=15.015$ bohr$^{-2}$ at $x=10^{-4}$ bohr and $150$ bohr$^{-2}$ at $10^{-8}$ bohr. An integrable singularity behaves as the proof requires. For $v=x^2/2-|x|^{-1/2}$, the logarithmic derivative $w=\phi'/\phi$ obeys $w'=\phi''/\phi-w^2=2(v-E)-w^2$. Near the origin the term $-2x^{-1/2}$ dominates, so $w(x_1)-w(x_2)\approx-4(\sqrt{x_1}-\sqrt{x_2})$. The decaying solution at $E=-1$ hartree has $w=1.071669$ bohr$^{-1}$ at $10^{-8}$ bohr and $1.072065$ bohr$^{-1}$ at $10^{-12}$ bohr, a difference equal to $-4(10^{-4}-10^{-6})$ to the digits shown.

## Part (e)

For $0<\alpha<1/2$ and in three dimensions, examine the implied potential for two readings of the formula: $\psi=f(x)h(y,z)$ with $h$ smooth and positive, and $\psi=f(r)$ with $r$ the radius. Compare with the class $L^{3/2}+L^\infty$.

### Model answer

For the product,
$$v-E=\frac{\nabla^2\psi}{2\psi}=\frac{f''(x)}{2f(x)}+\frac{(\partial_y^2+\partial_z^2)h}{2h}.$$
The plane $x=0$ has zero volume, so this formula fixes $v$ as a function almost everywhere. On a box $|x|<R$ with cross-section $\sigma$ the second term is bounded, and the first contributes $\sigma I(\epsilon)\to\infty$. So $v\notin L^1_{\rm loc}$. On a bounded region $K$, Hölder's inequality gives $\int_K|v|\le|K|^{1/3}\|v\|_{3/2}$, and bounded functions are integrable on $K$, so $L^{3/2}+L^\infty\subset L^1_{\rm loc}$. No potential of that class has the real orbital $\sqrt n$ as an eigenstate.

For the radial reading, $\nabla^2f=f''+2f'/r=bs(s-1)r^{s-2}+2bs\,r^{s-2}$, so
$$v-E=\frac{bs(s+1)\,r^{s-2}}{2f}.$$
Then $|v-E|^{3/2}r^2\sim r^{3s/2-1}$, which is integrable for $s>0$. The model gives $\int_{r<R}|v-E|^{3/2}d^3r=3.1045$ hartree$^{3/2}$ bohr$^3$. The singularity is admissible when it sits at a point. Of the two readings, only the product form, whose singularity fills a surface, gives a potential outside $L^{3/2}+L^\infty$.

## Part (f)

For $0<\alpha<1/2$, complete the orbital to the whole line as $\psi=Cf\,e^{-x^2/2}$, with $x$ in bohr. Find $C^2$, $T$ and a potential for $x\neq0$. Let $v_\epsilon$ equal that potential for $|x|>\epsilon$ and vanish for $|x|<\epsilon$. Determine what its ground energy $E_0(\epsilon)$ does as $\epsilon\to0$.

### Model answer

The substitution $t=x^2$ gives $G(p)\equiv\int_{-\infty}^\infty|x|^pe^{-x^2}dx=\Gamma\!\big(\tfrac{p+1}2\big)$ for $p>-1$. Expanding $f^2=a^2+2ab|x|^s+b^2|x|^{2s}$,
$$C^{-2}=a^2G(0)+2ab\,G(s)+b^2G(2s)=1.772454+2(1.089652)+0.906402=4.85816,$$
so $C^2=0.205839$. For $x>0$, $\psi'=Ce^{-x^2/2}\,(bs\,x^{s-1}-ax-bx^{s+1})$. The square of the bracket has three squares and three cross terms,
$$b^2s^2x^{2s-2}+a^2x^2+b^2x^{2s+2}-2abs\,x^{s}-2b^2s\,x^{2s}+2ab\,x^{s+2},$$
and $G(2s-2)=\Gamma(s-\tfrac12)=\Gamma(\alpha)$. Therefore
$$T=\frac{C^2}{2}\big[b^2s^2\Gamma(\alpha)+a^2G(2)+b^2G(2s+2)-2abs\,G(s)-2b^2s\,G(2s)+2ab\,G(s+2)\big].$$
The pole of $\Gamma(\alpha)$ at $\alpha=0$ is the divergence of part (a). For the model,
$$T=\tfrac{0.205839}{2}\big[0.75^2(3.625610)+0.886227+1.133003-1.5(1.089652)-1.5(0.906402)+2(0.953446)\big],$$
which is $0.30582$ hartree, or $8.322$ eV. The normalized state $\psi$ has finite kinetic energy and density $\psi^2$, so that density is $N$-representable for one electron.

With $\gamma=e^{-x^2/2}$ one has $\gamma'/\gamma=-x$ and $\gamma''/\gamma=x^2-1$, and the product rule gives $\psi''/(2\psi)=f''/(2f)-xf'/f+(x^2-1)/2$. Choosing $E=\tfrac12$ hartree,
$$v=\frac{x^2}{2}+\frac{f''}{2f}-\frac{xf'}{f}.$$
The added terms are bounded near the origin, since $0\le xf'/f=bs|x|^s/f<s$, so the singular term is that of part (b).

Use $\psi$ as a trial state for $H_\epsilon=-\tfrac12\partial_x^2+v_\epsilon$. Outside $\epsilon$, $v\psi^2=\tfrac12\psi^2+\tfrac12\psi\psi''$, and by parts
$$\int_{|x|>\epsilon}\tfrac12\psi\psi''dx=\int_\epsilon^\infty\psi\psi''dx=-\psi(\epsilon)\psi'(\epsilon)-T_{>\epsilon}.$$
Let $T_{<\epsilon}=T-T_{>\epsilon}$ and $N_{<\epsilon}$ be the kinetic energy and norm inside $\epsilon$. The variational principle gives
$$E_0(\epsilon)\le\langle\psi|H_\epsilon|\psi\rangle=T_{<\epsilon}+\tfrac12(1-N_{<\epsilon})-\psi(\epsilon)\psi'(\epsilon).$$
Here $\psi\psi'(\epsilon)\sim C^2a^2g_\epsilon$ and the other terms tend to $\tfrac12$, so $E_0(\epsilon)\to-\infty$. At $\epsilon=10^{-12}$ bohr the upper bound is $0.5-0.205839\times750=-153.879$ hartree.

The true energy lies far lower, and a heuristic argument gives its size. A potential $-g\delta(x)$ binds $e^{-\kappa|x|}$ with energy $-\kappa^2/2$; integrating the equation across the origin gives $-\tfrac12(-2\kappa)-g=0$, so $\kappa=g$. To leading order the weight of the well between $\epsilon$ and $x$ is $g_\epsilon[1-(\epsilon/x)^{1-s}]$. At the size $x=1/g_\epsilon$ of the bound state the missing fraction is $(g_\epsilon\epsilon)^{1-s}\propto\epsilon^{s(1-s)}$, which vanishes as $\epsilon\to0$. This suggests $E_0\approx-g_\epsilon^2/2$, approached slowly.

The energies were computed by integrating the equation for $w$ inward and matching at $\epsilon$; at $\epsilon=0.1$ bohr this and a finite-difference diagonalization both give $0.03481$ hartree.

| $\epsilon$ (bohr) | $\langle H_\epsilon\rangle$ | $E_0$ | $-g_\epsilon^2/2$ | ratio |
|---|---|---|---|---|
| $10^{-4}$ | $-1.043$ | $-16.67$ | $-28.13$ | $0.593$ |
| $10^{-8}$ | $-14.94$ | $-2578$ | $-2812.5$ | $0.917$ |
| $10^{-12}$ | $-153.9$ | $-276981$ | $-281250$ | $0.985$ |

Energies are in hartree and the ratio is $E_0/(-g_\epsilon^2/2)$. The check asserts the variational inequality, a shrinking distance of the ratio from one, and a final distance below $0.03$; the exponent $s(1-s)$ is not tested.

## Part (g)

For $0<\alpha<1/2$, interpret $\tfrac12(u'+u^2)$ as a distribution and express it as a limit involving the cut-off potential. Decide whether $\psi$ is the ground state of the resulting problem, treat $\alpha=1/2$, and find the leading energy error at finite $\epsilon$.

### Model answer

Let $\chi$ be an $H^1$ function vanishing at $\pm R$. The distributional derivative is defined by $\langle u',\chi\rangle=-\int u\chi'dx$. By part (a), $u\in L^2(-R,R)$ for $\alpha>0$, so $|\langle u',\chi\rangle|\le\|u\|_2\|\chi'\|_2$. Also $u^2\in L^1$ and $\chi$ is bounded by $R^{1/2}\|\chi'\|_2$ by the inequality of part (d). Thus $\tfrac12(u'+u^2)$ is a bounded functional on these functions, that is, an element of $H^{-1}$.

Integrate by parts on each side of the cut. The right side gives $-\int_\epsilon^Ru\chi'=u(\epsilon)\chi(\epsilon)+\int_\epsilon^Ru'\chi$. The left side gives $-u(-\epsilon)\chi(-\epsilon)+\int_{-R}^{-\epsilon}u'\chi$, and $u(-\epsilon)=-u(\epsilon)$ because $u$ is odd. Hence
$$\langle u',\chi\rangle=\lim_{\epsilon\to0}\Big[\int_{|x|>\epsilon}u'\chi\,dx+u(\epsilon)\big(\chi(\epsilon)+\chi(-\epsilon)\big)\Big].$$
Replacing $\chi(\pm\epsilon)$ by $\chi(0)$ costs at most $2g_\epsilon\,\epsilon^{1/2}\|\chi'\|_2\propto\epsilon^{\alpha}$, and replacing $u(\epsilon)$ by $g_\epsilon$ costs a term of order $\epsilon^{2\alpha}$ by part (b). Both vanish, so
$$\tfrac12(u'+u^2)=\lim_{\epsilon\to0}\Big[\frac{f''}{2f}\,\mathbf 1_{|x|>\epsilon}+g_\epsilon\,\delta(x)\Big].$$
The attractive well of weight $I(\epsilon)$ is offset by a repulsive delta of weight $g_\epsilon$; the two diverge separately, and their difference is finite by part (b). The pointwise formula for $v$ misses the repulsive part.

For the global model put $U=\psi'/\psi=u-x$, so that $v-\tfrac12=\tfrac12(U'+U^2)$ with the derivative taken as a distribution. For real $\phi\in H^1$ with $x\phi\in L^2$, $\langle U',\phi^2\rangle=-2\int U\phi\phi'$, and the quadratic form of $H-\tfrac12$ is
$$\tfrac12\int\phi'^2-\int U\phi\phi'+\tfrac12\int U^2\phi^2=\tfrac12\int(\phi'-U\phi)^2dx\ge0 .$$
Each term is finite: near the origin $U\in L^2$ and $\phi$ is bounded, and far away $|U|$ grows as $|x|$. The form vanishes when $\phi'=U\phi$, which is $(\phi/\psi)'=0$. The ratio $\phi/\psi$ is the integral of its derivative, so it is then constant. Thus $\psi$ is the unique minimizer up to normalization, with $E=\tfrac12$ hartree. The density fails to be $v$-representable by locally integrable functions, and it is the ground-state density of a potential that is locally in $H^{-1}$. For $\alpha\le0$ this construction fails, since $u\notin L^2$.

At $\alpha=1/2$, $s=1$, the pointwise term $f''/(2f)$ vanishes and $g_\epsilon=b/a$ is independent of $\epsilon$, so the potential contains $(b/a)\,\delta(x)$. The check asserts that $E=\tfrac12$ is recovered with this delta and missed without it.

For the energy $E(\epsilon)$ of $v_\epsilon+g_\epsilon\delta$, write $g=g_\epsilon$ and let $\phi$ be the even ground state. Integrating across the origin, $-\tfrac12\cdot2\phi'(0^+)+g\phi(0)=0$, so $w(0^+)=g$. Inside the cut at energy $\tfrac12$, $\phi''=-\phi$ and $\phi\propto\cos x+g\sin x$. Because $g\epsilon\propto\epsilon^s$ is small,
$$w_{\rm in}(\epsilon)=\frac{g\cos\epsilon-\sin\epsilon}{\cos\epsilon+g\sin\epsilon}\approx\frac{g-\epsilon}{1+g\epsilon}\approx g-\lambda^2s^2\epsilon^{2\alpha}-\epsilon,$$
using $g^2\epsilon=\lambda^2s^2\epsilon^{2\alpha}$. The first neglected term, $g^3\epsilon^2$, is smaller than $g^2\epsilon$ by a factor of order $\epsilon^s$. The exact orbital has $U(\epsilon)=u(\epsilon)-\epsilon\approx g-\lambda^2s\,\epsilon^{2\alpha}-\epsilon$ to the same order. The terms $g$ and $\epsilon$ cancel in the difference:
$$\Delta=w_{\rm in}(\epsilon)-U(\epsilon)\approx\lambda^2s(1-s)\,\epsilon^{2\alpha}.$$
Outside the cut, $\phi$ and $\psi$ see the same $v$, so $(\psi\phi'-\phi\psi')'=\psi\phi''-\phi\psi''=-2(E-\tfrac12)\psi\phi$. Integrating from $\epsilon$ to infinity, where both decay,
$$\psi(\epsilon)\phi(\epsilon)\,\big[w(\epsilon)-U(\epsilon)\big]=2\,(E-\tfrac12)\int_\epsilon^\infty\psi\phi\,dx .$$
The energy enters $w'=-2E-w^2$ inside the cut over a length $\epsilon$, so $w(\epsilon)$ differs from $w_{\rm in}(\epsilon)$ by about $-2(E-\tfrac12)\epsilon$, which is negligible beside $E-\tfrac12$. To leading order in $\Delta$, $\phi$ may be replaced by $\psi$, giving $2\int_\epsilon^\infty\psi^2\to1$ and $\psi(\epsilon)^2\to C^2a^2$. With $a^2\lambda^2=b^2$,
$$E(\epsilon)-\tfrac12\approx C^2b^2s(1-s)\,\epsilon^{2\alpha}.$$
For the model this is $0.205839\times0.75\times0.25\times\epsilon^{1/2}$, or $3.8595\times10^{-5}$ hartree at $\epsilon=10^{-6}$ bohr.

| $\epsilon$ (bohr) | $E-\tfrac12$, computed | leading order |
|---|---|---|
| $10^{-2}$ | $3.9163\times10^{-3}$ | $3.8595\times10^{-3}$ |
| $10^{-4}$ | $3.8583\times10^{-4}$ | $3.8595\times10^{-4}$ |
| $10^{-6}$ | $3.8593\times10^{-5}$ | $3.8595\times10^{-5}$ |

Energies are in hartree. The computed shift lies above the leading-order value at $10^{-2}$ bohr and slightly below it at the two smaller cutoffs; the higher-order terms that set this sign are not derived here. At $\epsilon=10^{-4}$ bohr the cut-off potential gives $E=0.5003858$ hartree with the delta of strength $7.5$ hartree bohr and $E_0=-16.67$ hartree without it.

## Computed results

```
alpha = 0.25, s = 0.75, a = 1.0 bohr^-1/2, b = 1.0 bohr^-5/4, R = 1.0 bohr
local T (quadrature) = 1.125000 hartree
local T (formula) = 1.125000 hartree
T(eps=1e-04 bohr) = 1.113750 hartree
T(eps=1e-08 bohr) = 1.124888 hartree
alpha=0 (b=1 bohr^-1): growth of T per decade of eps = 0.575646 hartree
coefficient b s (s-1)/(2a) = -0.093750 hartree bohr^5/4
x=1e-02 bohr: v-E = -28.7376 hartree, n' = 4.89342 bohr^-2
x=1e-04 bohr: v-E = -9365.63 hartree, n' = 15.015 bohr^-2
x=1e-08 bohr: v-E = -9.37499e+08 hartree, n' = 150 bohr^-2
u(R) = 0.375000 bohr^-1
int_0^R u^2 = 0.655163 bohr^-1
eps=1e-04 bohr: I = 6.4736, g = 7.5000, bound = 3.3750 hartree bohr
eps=1e-04 bohr: int (v-E) n = -7.1212 hartree
eps=1e-08 bohr: I = 73.9699, g = 75.0000, bound = 37.1250 hartree bohr
eps=1e-08 bohr: int (v-E) n = -74.6250 hartree
eps=1e-12 bohr: I = 748.9698, g = 750.0000, bound = 374.6250 hartree bohr
eps=1e-12 bohr: int (v-E) n = -749.6250 hartree
log-log slope of I between 1e-16 and 1e-20 bohr = -0.25001
control alpha=1 (a=b=1): converged I = 1.253473 hartree bohr
3D radial reading: int |v-E|^1.5 d3r = 3.104540 hartree^1.5 bohr^3
v=x^2/2-|x|^-1/2, E=-1 hartree: w(1e-8)=1.071669, w(1e-12)=1.072065 bohr^-1
Gamma(alpha) = 3.625610, G(0) = 1.772454, G(2) = 0.886227
G(s) = 1.089652, G(2s) = 0.906402, G(s+2) = 0.953446, G(2s+2) = 1.133003
C^2 = 0.205839, 1/C^2 = 4.858161 (dimensionless)
global T = 0.305820 hartree = 8.3218 eV
eps=0.1 bohr, no delta: shooting 0.03481, grid 0.03481 hartree
eps=0.1 bohr, with delta: shooting 0.51539, grid 0.51540 hartree
eps=1e-04 bohr: <H_eps> = -1.0430, E0 = -16.6682, -g^2/2 = -28.125 hartree
eps=1e-04 bohr: E0/(-g^2/2) = 0.5926
eps=1e-08 bohr: <H_eps> = -14.9379, E0 = -2577.9, -g^2/2 = -2812.5 hartree
eps=1e-08 bohr: E0/(-g^2/2) = 0.9166
eps=1e-12 bohr: <H_eps> = -153.8794, E0 = -276981, -g^2/2 = -281250 hartree
eps=1e-12 bohr: E0/(-g^2/2) = 0.9848
eps=1e-02 bohr, with g delta: E = 0.5039163, E-1/2 = 3.9163e-03, predicted 3.8595e-03 hartree
eps=1e-04 bohr, with g delta: E = 0.5003858, E-1/2 = 3.8583e-04, predicted 3.8595e-04 hartree
eps=1e-06 bohr, with g delta: E = 0.5000386, E-1/2 = 3.8593e-05, predicted 3.8595e-05 hartree
```
